**Phonon drag factor c/(b+c) compared with coupled Boltzmann equations**

Phonon drag multiplies the equilibrium-phonon resistivity by c/(b+c), where b is the rate at which phonon momentum returns to the electrons and c is the rate at which it is lost elsewhere. This holds for a rigid electron drift without umklapp, with either a uniform ratio c/b or one common phonon drift. The program asserts that the derived phonon relaxation law agrees with direct quadrature of the golden rule; the worst relative error is 1.6e-5. It also asserts that the factor agrees with a numerical solution of the coupled linear Boltzmann equations, with worst relative errors of 1.5e-3 at 600 K and 6.3e-4 at 5 K. Further assertions cover unequal rates, a common phonon drift, added residual resistivity, the upper bound set by the rigid drift, and the umklapp expression. For a copper-like line at 77 K with c = 0.05/ps, the common-drift factor is 0.576. Without a common phonon drift, the rigid-drift mode sum gives 0.571 and the Boltzmann solution 0.590. A rough lattice estimate with umklapp gives 0.88, and normal collisions carry only 1.2% of its equilibrium-phonon resistivity, so the simple factor should not be applied to the whole phonon resistivity of such a line.

## Numerical check

```python
# Result under test: phonon drag multiplies the equilibrium-phonon resistivity
# by c/(b+c).
#   b : rate at which phonon momentum returns to the electrons
#   c : rate at which phonon momentum is lost elsewhere
# Model: degenerate free electrons, longitudinal Debye phonons, screened-ion
# coupling, normal processes. The factor is compared with a numerical solution
# of the coupled linear Boltzmann equations for electrons and phonons.
# Internal units are SI; q = phonon wavevector, N = phonon occupation,
# chi = -dN0/domega, phi(energy) = electron drift, u(q) = phonon drift.
import numpy as np
from scipy import constants as const
from scipy.special import expit

hbar, m, e, kB = const.hbar, const.m_e, const.e, const.k
n = 85e27                       # electrons (and atoms) per m^3
mass_density = n * 63.5 * const.atomic_mass
s_long, s_trans = 4700.0, 2300.0
T_line, width, c_line = 77.0, 100e-9, 0.05e12

kF = (3 * np.pi**2 * n) ** (1 / 3)
EF = (hbar * kF) ** 2 / (2 * m)
vF = hbar * kF / m
qD = (6 * np.pi**2 * n) ** (1 / 3)
kTF = np.sqrt(3 * n * e**2 / (2 * EF * const.epsilon_0))
lattice_unit = 2 * np.pi / (4 / n) ** (1 / 3)   # 2 pi / fcc lattice constant
MICRO_OHM_CM = 1e8


def coupling(q):
    return (2 * EF / 3) / (1 + (q / kTF) ** 2)


def rate_slope(q):
    return coupling(q) ** 2 * m**2 / (2 * np.pi * mass_density * hbar**3)


def return_rate(q):
    return rate_slope(q) * q


def bose(x):
    return 1 / np.expm1(x)


# ---- Golden-rule phonon rate by direct quadrature over electron states ----
def golden_rule_rate(q, N, v_par, v_perp, T):
    kT = kB * T
    omega = s_long * q
    eta = 0.005 * kT            # width of the Gaussian standing for the delta
    t = np.linspace(-7, 7, 57)
    k_par = m * omega / (hbar * q) - q / 2 + t * eta * m / (hbar**2 * q)
    energy = EF + kT * np.linspace(-40, 40, 801)
    angle = 2 * np.pi * np.arange(24) / 24
    kp = k_par[:, None, None]
    en = energy[None, :, None]
    k_perp = np.sqrt(2 * m * en / hbar**2 - kp**2)
    side = hbar * k_perp * v_perp * np.cos(angle)[None, None, :]
    en2 = en + hbar**2 * (2 * kp * q + q**2) / (2 * m)
    y1 = (en - hbar * kp * v_par - side - EF) / kT
    y2 = (en2 - hbar * (kp + q) * v_par - side - EF) / kT
    f1, f2 = expit(-y1), expit(-y2)
    delta = np.exp(-((en2 - en - hbar * omega) / eta) ** 2 / 2) / (eta * np.sqrt(2 * np.pi))
    net = (f2 * (1 - f1) * (N + 1) - f1 * (1 - f2) * N) * delta
    cell = (k_par[1] - k_par[0]) * (energy[1] - energy[0]) * (angle[1] - angle[0])
    integral = net.sum() * cell * m / hbar**2 / (2 * np.pi) ** 3
    matrix_sq = coupling(q) ** 2 * hbar * q / (2 * mass_density * s_long)
    return 2 * (2 * np.pi / hbar) * matrix_sq * integral


worst_rate = 0.0
for q_test, v_par, v_perp, scale in [(5e9, 0.0, 0.0, 1.4), (5e9, 1400.0, 900.0, 1.0),
                                     (9e9, -1000.0, 600.0, 0.6)]:
    x0 = hbar * s_long * q_test / (kB * T_line)
    N_test = scale * bose(x0)
    N_drift = bose(x0 * (1 - v_par / s_long))
    law = -return_rate(q_test) * (1 - v_par / s_long) * (N_test - N_drift)
    direct = golden_rule_rate(q_test, N_test, v_par, v_perp, T_line)
    worst_rate = max(worst_rate, abs(direct / law - 1))
assert worst_rate < 2e-3        # finite width of the Gaussian delta


# ---- Rigid-drift resistivity as a sum over phonon modes ----
def phonon_modes(T, J):
    x_max = min(hbar * s_long * qD / (kB * T), 25.0)
    h = x_max / J
    x = h * np.arange(1, J + 1)
    to_q = kB * T / (hbar * s_long)
    q = x * to_q
    weight = q**2 / (2 * np.pi**2) * h * to_q
    weight[-1] /= 2
    NN = 1 / (4 * np.sinh(x / 2) ** 2)
    return h, x, q, weight, NN


def drift_sum(T, J, c=None, common=False):
    h, x, q, w, NN = phonon_modes(T, J)
    inertia = w * hbar * q**2 / 3 * hbar * NN / (kB * T)
    b = return_rate(q)
    if c is None:
        return np.sum(inertia * b) / (n * e) ** 2
    c = c * np.ones_like(q)
    if common:
        M = inertia.sum()
        b_mean, c_mean = np.sum(inertia * b) / M, np.sum(inertia * c) / M
        return M * b_mean * c_mean / (b_mean + c_mean) / (n * e) ** 2
    return np.sum(inertia * b * c / (b + c)) / (n * e) ** 2


def mean_return_rate(T, J):
    h, x, q, w, NN = phonon_modes(T, J)
    return np.sum(w * q**2 * NN * return_rate(q)) / np.sum(w * q**2 * NN)


# ---- Coupled linear Boltzmann equations, electron drift free at each energy ----
def boltzmann(T, J, c=None, common=False, residual=0.0):
    kT = kB * T
    h, x, q, w, NN = phonon_modes(T, J)
    half = int(np.ceil(30 / h))
    y = h * np.arange(-half, half + 1)
    size = len(y)
    k_sq = 2 * m * (EF + kT * y) / hbar**2
    drive = h * expit(y) * expit(-y) * k_sq**1.5 / (3 * np.pi**2)
    H = np.zeros((size + J, size + J))
    b = return_rate(q)
    for j in range(J):
        i = np.arange(size - (j + 1))
        f = i + j + 1
        p = size + j
        a1 = m * s_long / hbar - q[j] / 2      # electron k along q, before
        a2 = a1 + q[j]                         # and after absorption
        occupied = expit(-y[i]) * expit(y[f]) * (-np.expm1(-x[j]))
        g = hbar**2 / (3 * kT) * w[j] * NN[j] * b[j] / x[j] * h * occupied
        side = k_sq[i] - a1**2
        H[i, i] += g * (a1**2 + side)
        H[f, f] += g * (a2**2 + side)
        H[i, f] -= g * (a1 * a2 + side)
        H[f, i] -= g * (a1 * a2 + side)
        H[i, p] += g * a1 * q[j]
        H[p, i] += g * a1 * q[j]
        H[f, p] -= g * a2 * q[j]
        H[p, f] -= g * a2 * q[j]
        H[p, p] += g.sum() * q[j] ** 2
    r = np.arange(size)
    H[r, r] += drive * residual * n * e**2     # elastic scattering, m/tau
    if c is None:                              # phonons held in equilibrium
        H = H[:size, :size]
    else:
        p = size + np.arange(J)
        H[p, p] += hbar**2 / (3 * kT) * w * NN * c * q**2
        if common:
            join = np.zeros((size + J, size + 1))
            join[r, r] = 1
            join[size:, size] = 1
            H = join.T @ H @ join
    rhs = np.zeros(len(H))
    rhs[:size] = drive
    scale = 1 / np.sqrt(np.diag(H))
    answer = scale * np.linalg.solve(H * scale[:, None] * scale[None, :], rhs * scale)
    return 1 / (e**2 * (rhs @ answer))


# Uniform c/b: hot (nearly elastic) and cold (small-angle) limits
ratios = [0.25, 1.0, 4.0]
limit_error = {}
for T, J in [(600.0, 20), (5.0, 200)]:
    b_modes = return_rate(phonon_modes(T, J)[2])
    base = boltzmann(T, J)
    errors = [abs(boltzmann(T, J, r * b_modes) / base / (r / (1 + r)) - 1) for r in ratios]
    limit_error[T] = max(errors)
assert limit_error[600.0] < 0.005
assert limit_error[5.0] < 0.01

# Unequal ratios, common phonon drift and residual resistivity, hot limit
T_hot, J_hot = 600.0, 20
c_hot = mean_return_rate(T_hot, J_hot)
base_hot, eq_hot = boltzmann(T_hot, J_hot), drift_sum(T_hot, J_hot)
err_modes = abs(boltzmann(T_hot, J_hot, c_hot) / base_hot
                / (drift_sum(T_hot, J_hot, c_hot) / eq_hot) - 1)
err_common = abs(boltzmann(T_hot, J_hot, c_hot, common=True) / base_hot
                 / (c_hot / (c_hot + c_hot)) - 1)
b_hot = return_rate(phonon_modes(T_hot, J_hot)[2])
err_residual = abs(boltzmann(T_hot, J_hot, b_hot, residual=eq_hot)
                   / (eq_hot + eq_hot / 2) - 1)
assert err_modes < 0.005 and err_common < 0.005 and err_residual < 0.01

# Example temperature: the rigid drift must bound the full solution from above
J_line = 80
b_line_modes = return_rate(phonon_modes(T_line, J_line)[2])
full_eq = boltzmann(T_line, J_line)
full_uniform = [boltzmann(T_line, J_line, r * b_line_modes) / full_eq for r in ratios]
full_drag = boltzmann(T_line, J_line, c_line)
rho_eq = drift_sum(T_line, 4000)
rho_modes = drift_sum(T_line, 4000, c_line)
rho_common = drift_sum(T_line, 4000, c_line, common=True)
assert full_eq < rho_eq * 1.001 and full_drag < rho_modes * 1.001
assert full_eq > 0.85 * rho_eq and full_drag > 0.85 * rho_modes
assert rho_modes <= rho_common
b_line = mean_return_rate(T_line, 4000)
factor = c_line / (b_line + c_line)
assert abs(rho_common / rho_eq - factor) < 1e-10


# ---- Umklapp channels: wavevector change Q = q + G ----
def channel_dissipation(bQ, Q, c):
    total = np.asarray(bQ.sum(-1))
    pull = np.sum(bQ[..., None] * Q, axis=-2)
    coupled = total > 0         # a mode with no open channel exerts no drag
    denominator = np.where(coupled, total + c, 1.0)
    drag = np.where(coupled, np.sum(pull**2, -1) / denominator, 0.0)
    return np.sum(bQ * np.sum(Q**2, -1), -1) - drag


# Check with full Bose functions for three channels at small drift along x
bQ_t = np.array([1.0, 0.7, 0.4])
Q_t = np.array([[1.0, 0, 0], [-1.6, 0, 0], [0.5, 0, 0]])
x_t, v_t, c_t = 2.0, 1e-4, 0.3
targets = bose(x_t - Q_t[:, 0] * v_t)
N_steady = (bQ_t @ targets + c_t * bose(x_t)) / (bQ_t.sum() + c_t)
chi_t = 1 / (4 * np.sinh(x_t / 2) ** 2)
force_t = np.sum(Q_t[:, 0] * bQ_t * (targets - N_steady)) / (chi_t * v_t)
assert abs(force_t / channel_dissipation(bQ_t, Q_t, c_t) - 1) < 1e-3


def lattice_estimate(T, c, turn, mesh=20):
    r = np.arange(-4, 5)
    hkl = np.array(np.meshgrid(r, r, r)).reshape(3, -1).T
    parity = hkl % 2
    keep = (parity == parity[:, :1]).all(1) & (np.linalg.norm(hkl, axis=1) < 4.2)
    hkl = hkl[keep]
    G = hkl * lattice_unit
    normal = (hkl == 0).all(1)
    frac = (np.arange(mesh) + 0.5) / mesh - 0.5
    grid = np.array(np.meshgrid(frac, frac, frac)).reshape(3, -1).T
    points = grid @ np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]) * lattice_unit
    shifted = points[:, None] + G[None]
    nearest = np.argmin(np.sum(shifted**2, -1), axis=1)
    q = shifted[np.arange(len(points)), nearest]
    q_len = np.linalg.norm(q, axis=1)
    Q = q[:, None] + G[None]
    Q_len = np.linalg.norm(Q, axis=-1)
    e_long = q / q_len[:, None]
    t1 = np.cross(e_long, np.array([0.31, 0.52, 0.79]))
    t1 /= np.linalg.norm(t1, axis=1)[:, None]
    t2 = np.cross(e_long, t1)
    e_a = np.cos(turn) * t1 + np.sin(turn) * t2
    e_b = -np.sin(turn) * t1 + np.cos(turn) * t2
    out = np.zeros(3)           # equilibrium total, normal part, with drag
    for pol, speed in [(e_long, s_long), (e_a, s_trans), (e_b, s_trans)]:
        along = np.sum(Q * pol[:, None], -1)
        bQ = np.where(Q_len < 2 * kF, rate_slope(Q_len) * along**2 / Q_len, 0.0)
        x = hbar * speed * q_len / (kB * T)
        chi = hbar / (kB * T) / (4 * np.sinh(x / 2) ** 2)
        power = bQ * Q_len**2
        out += [np.mean(chi * power.sum(1)), np.mean(chi * power[:, normal].sum(1)),
                np.mean(chi * channel_dissipation(bQ, Q, c))]
    return out * hbar / (3 * n * e**2)


lat_eq, lat_normal, lat_drag = lattice_estimate(T_line, c_line, 0.0)
lat_drag_turned = lattice_estimate(T_line, c_line, np.pi / 4)[2]
lat_drag_closed = lattice_estimate(T_line, 0.0, 0.0)[2]
lat_drag_nearly = lattice_estimate(T_line, 1.0, 0.0)[2]     # c = 1 per second
assert abs(lat_normal / rho_eq - 1) < 0.08      # zone shape against Debye sphere
assert lat_drag_closed > 0
assert abs(lat_drag_nearly / lat_drag_closed - 1) < 1e-5

v_e = 1e10 / (n * e)            # drift at 1 MA/cm^2
surface = 3 / 8 * m * vF / (n * e**2 * width)

print(f"electron density                       {n*1e-27:.1f} nm^-3")
print(f"mass density                           {mass_density*1e-3:.2f} g/cm^3")
print(f"sound speed, longitudinal              {s_long*1e-3:.2f} km/s")
print(f"sound speed, transverse                {s_trans*1e-3:.2f} km/s")
print(f"temperature                            {T_line:.0f} K")
print(f"line width                             {width*1e9:.0f} nm")
print(f"Fermi energy                           {EF/e:.3f} eV")
print(f"Fermi wavevector                       {kF*1e-9:.2f} nm^-1")
print(f"Debye wavevector                       {qD*1e-9:.2f} nm^-1")
print(f"screening wavevector                   {kTF*1e-9:.2f} nm^-1")
print(f"long-wave coupling D                   {coupling(0)/e:.3f} eV")
print(f"wall-crossing rate s/d                 {s_long/width*1e-12:.4f} ps^-1")
print(f"loss rate c                            {c_line*1e-12:.4f} ps^-1")
for q_show in (2e9, 5e9, 10e9, 15e9):
    print(f"b at q = {q_show*1e-9:4.1f} nm^-1                   {return_rate(q_show)*1e-12:.4f} ps^-1")
print(f"momentum-weighted mean b               {b_line*1e-12:.4f} ps^-1")
print(f"drag factor c/(b+c)                    {factor:.4f}")
print(f"resistivity, equilibrium phonons       {rho_eq*MICRO_OHM_CM:.5f} uOhm cm")
print(f"resistivity, common phonon drift       {rho_common*MICRO_OHM_CM:.5f} uOhm cm")
print(f"resistivity, mode by mode              {rho_modes*MICRO_OHM_CM:.5f} uOhm cm")
print(f"drag factor, mode by mode              {rho_modes/rho_eq:.4f}")
print(f"electron drift at 1 MA/cm^2            {v_e:.4f} m/s")
print(f"common phonon drift at 1 MA/cm^2       {v_e*b_line/(b_line+c_line):.4f} m/s")
print(f"golden-rule test, worst rel. error     {worst_rate:.1e}")
print(f"factor test at 600 K, worst rel. error {limit_error[600.0]:.1e}")
print(f"factor test at 5 K, worst rel. error   {limit_error[5.0]:.1e}")
print(f"mode-sum test at 600 K, rel. error     {err_modes:.1e}")
print(f"common-drift test at 600 K, rel. error {err_common:.1e}")
print(f"residual test at 600 K, rel. error     {err_residual:.1e}")
for r, value in zip(ratios, full_uniform):
    print(f"77 K, c/b = {r:4.2f}: Boltzmann, c/(b+c)    {value:.4f}, {r/(1+r):.4f}")
print(f"Boltzmann resistivity, equilibrium     {full_eq*MICRO_OHM_CM:.5f} uOhm cm")
print(f"Boltzmann resistivity, drag            {full_drag*MICRO_OHM_CM:.5f} uOhm cm")
print(f"Boltzmann drag factor                  {full_drag/full_eq:.4f}")
print(f"kT/E_F                                 {kB*T_line/EF:.1e}")
print(f"electron drift / sound speed           {v_e/s_long:.1e}")
print(f"surface resistivity, rough size        {surface*MICRO_OHM_CM:.3f} uOhm cm")
print(f"Fermi-sphere diameter 2k_F             {2*kF*1e-9:.2f} nm^-1")
print(f"shortest reciprocal-lattice vector     {np.sqrt(3)*lattice_unit*1e-9:.2f} nm^-1")
print(f"with umklapp: equilibrium resistivity  {lat_eq*MICRO_OHM_CM:.4f} uOhm cm")
print(f"with umklapp: normal share             {lat_normal/lat_eq:.3f}")
print(f"with umklapp: drag factor              {lat_drag/lat_eq:.3f}")
print(f"same, transverse axes turned 45 deg    {lat_drag_turned/lat_eq:.3f}")
print(f"with umklapp: drag factor at c = 0     {lat_drag_closed/lat_eq:.3f}")
print("verified")
```

It prints:

```
electron density                       85.0 nm^-3
mass density                           8.96 g/cm^3
sound speed, longitudinal              4.70 km/s
sound speed, transverse                2.30 km/s
temperature                            77 K
line width                             100 nm
Fermi energy                           7.049 eV
Fermi wavevector                       13.60 nm^-1
Debye wavevector                       17.14 nm^-1
screening wavevector                   18.09 nm^-1
long-wave coupling D                   4.700 eV
wall-crossing rate s/d                 0.0470 ps^-1
loss rate c                            0.0500 ps^-1
b at q =  2.0 nm^-1                   0.0139 ps^-1
b at q =  5.0 nm^-1                   0.0307 ps^-1
b at q = 10.0 nm^-1                   0.0418 ps^-1
b at q = 15.0 nm^-1                   0.0375 ps^-1
momentum-weighted mean b               0.0369 ps^-1
drag factor c/(b+c)                    0.5756
resistivity, equilibrium phonons       0.00376 uOhm cm
resistivity, common phonon drift       0.00216 uOhm cm
resistivity, mode by mode              0.00214 uOhm cm
drag factor, mode by mode              0.5707
electron drift at 1 MA/cm^2            0.7343 m/s
common phonon drift at 1 MA/cm^2       0.3116 m/s
golden-rule test, worst rel. error     1.6e-05
factor test at 600 K, worst rel. error 1.5e-03
factor test at 5 K, worst rel. error   6.3e-04
mode-sum test at 600 K, rel. error     9.3e-04
common-drift test at 600 K, rel. error 9.3e-04
residual test at 600 K, rel. error     2.6e-04
77 K, c/b = 0.25: Boltzmann, c/(b+c)    0.2128, 0.2000
77 K, c/b = 1.00: Boltzmann, c/(b+c)    0.5193, 0.5000
77 K, c/b = 4.00: Boltzmann, c/(b+c)    0.8120, 0.8000
Boltzmann resistivity, equilibrium     0.00347 uOhm cm
Boltzmann resistivity, drag            0.00205 uOhm cm
Boltzmann drag factor                  0.5904
kT/E_F                                 9.4e-04
electron drift / sound speed           1.6e-04
surface resistivity, rough size        0.247 uOhm cm
Fermi-sphere diameter 2k_F             27.20 nm^-1
shortest reciprocal-lattice vector     30.14 nm^-1
with umklapp: equilibrium resistivity  0.3120 uOhm cm
with umklapp: normal share             0.012
with umklapp: drag factor              0.880
same, transverse axes turned 45 deg    0.883
with umklapp: drag factor at c = 0     0.547
verified
```
